# Enhancement factors above 1.804 and the integrated Lieb-Oxford bound

**Q.** I want to discard B88 and revPBE. The Lieb-Oxford theorem limits the exchange enhancement factor to 1.804, and both functionals exceed that at large density gradients. Every atom has large reduced gradients in its tail, so both violate the theorem for every atom.

**A.** Which quantity does the theorem bound? In Hartree atomic units, let $n(\mathbf r)$ be the density of an $N$-electron wavefunction $\Psi$, and let

$$U[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The theorem, which I take as given, says

$$\langle\Psi|V_{ee}|\Psi\rangle-U[n]\;\ge\;-C\int n^{4/3}\,d^3r ,\qquad C=1.679 .$$

Both sides are numbers belonging to the whole system. Nothing is said about an energy density at a point.

**Q.** The left side is not the exchange energy, though.

**A.** It is, if $\Psi$ is chosen suitably. Let $\Phi$ be the Kohn-Sham determinant with density $n$. Exact exchange is defined by $E_x=\langle\Phi|V_{ee}|\Phi\rangle-U$, and $\Phi$ is itself an $N$-electron wavefunction, so the theorem applies to $E_x$ directly.

It also covers exchange and correlation together. For the interacting ground state $\Psi$,

$$E_{xc}=\big(\langle\Psi|V_{ee}|\Psi\rangle-U\big)+T_c,\qquad T_c=\langle\Psi|T|\Psi\rangle-\langle\Phi|T|\Phi\rangle .$$

Since $\Phi$ has the lowest kinetic energy among wavefunctions of density $n$, $T_c\ge0$, and $E_{xc}$ obeys the same lower bound.

An approximate functional cannot violate the theorem, which concerns wavefunctions. It can fail to obey the bound for some density, and that is the question to ask of B88 and revPBE.

**Q.** Then where does 1.804 come from?

**A.** From asking for a guarantee that holds for every density. Local exchange for an unpolarized density is $-A\int n^{4/3}$ with $A=\tfrac34(3/\pi)^{1/3}=0.7386$. Define, for any spin polarization,

$$\lambda=\frac{E_x}{-A\int n^{4/3}\,d^3r}.$$

The denominator is negative, so dividing the bound by it reverses the inequality:

$$\lambda\le\frac CA=2.273 .$$

A generalized gradient approximation (GGA) for an unpolarized density is

$$E_x[n]=-A\int n^{4/3}F_x(s)\,d^3r,\qquad s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .$$

**Q.** That gives a limit of 2.273 on $F_x$, not 1.804.

**A.** Spin polarization makes the difference. Exchange acts between electrons of equal spin, so $E_x[n_\uparrow,n_\downarrow]=E_x[n_\uparrow,0]+E_x[0,n_\downarrow]$. An unpolarized density $2n_\sigma$ has $n_\sigma$ in each channel, hence $E_x[2n_\sigma]=2E_x[n_\sigma,0]$. Solving for one channel and adding both gives

$$E_x=\frac12\sum_\sigma E_x[2n_\sigma]=-\frac A2\sum_\sigma\int(2n_\sigma)^{4/3}F_x(s_\sigma)\,d^3r ,$$

where $s_\sigma$ is $s$ evaluated with the density $2n_\sigma$.

Suppose $F_x\le F_{\max}$ everywhere. Write $n_\uparrow=xn$ and $n_\downarrow=(1-x)n$ with $0\le x\le1$. A number between 0 and 1 decreases, or stays the same, when raised to the power $4/3$. Therefore

$$\frac12\sum_\sigma(2n_\sigma)^{4/3}=2^{1/3}n^{4/3}\left[x^{4/3}+(1-x)^{4/3}\right]\le2^{1/3}n^{4/3},$$

with equality at full polarization. It follows that $\lambda\le2^{1/3}F_{\max}$, and the bound is guaranteed if

$$F_{\max}\le\frac{C}{2^{1/3}A}=1.804 .$$

The argument runs one way: a cap at every $s$ implies the integrated bound. It does not say that exceeding the cap in one region breaks the bound.

**Q.** How far do the two functionals exceed it?

**A.** revPBE has

$$F_x=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \kappa=1.245,\quad\mu=0.2195 .$$

Its supremum is $1+\kappa=2.245$. Setting $F_x=1.8044$ gives

$$1+\frac{\mu s^2}{\kappa}=\frac{1.245}{2.245-1.8044}=2.826,\qquad s^2=\frac{1.826\times1.245}{0.2195}=10.36,$$

so the crossing is at $s=3.22$. PBE has the same form with $\kappa=0.804$, chosen so that it never crosses.

For B88, with $\beta=0.0042$ and $x_\sigma=|\nabla n_\sigma|/n_\sigma^{4/3}$,

$$F_x=1+\frac{\beta x_\sigma^2}{2^{1/3}A\,(1+6\beta x_\sigma\sinh^{-1}x_\sigma)},\qquad x_\sigma=2^{1/3}\,2(3\pi^2)^{1/3}s_\sigma .$$

It passes 1.804 at $s=3.17$ and 2.273 at $s=4.90$. For large $x_\sigma$, $\sinh^{-1}x_\sigma\approx\ln 2x_\sigma$, so

$$F_x\approx\frac{x_\sigma}{6\cdot2^{1/3}A\ln 2x_\sigma},$$

which has no upper limit.

**Q.** That is my worry. In an atomic tail $s$ grows without limit, so the B88 factor diverges. How can the energy stay within any bound?

**A.** Put the factor back into the integrand. With $(2n_\sigma)^{4/3}=2^{4/3}n_\sigma^{4/3}$, the magnitude of the exchange integrand for one spin is

$$\frac A2\,2^{4/3}n_\sigma^{4/3}\,\frac{x_\sigma}{6\cdot2^{1/3}A\ln2x_\sigma}=\frac{n_\sigma^{4/3}x_\sigma}{6\ln2x_\sigma}=\frac{|\nabla n_\sigma|}{6\ln 2x_\sigma}.$$

In a tail $n_\sigma\propto e^{-\alpha r}$ we have $|\nabla n_\sigma|=\alpha n_\sigma$. Also $x_\sigma=\alpha n_\sigma^{-1/3}$ grows as $e^{\alpha r/3}$, so $\ln2x_\sigma\approx\alpha r/3$ to leading order. The integrand becomes

$$\frac{\alpha n_\sigma}{6(\alpha r/3)}=\frac{n_\sigma}{2r},$$

which decays exponentially. This form is approached slowly: for the hydrogen density the full B88 integrand is 0.81 of it at 10 bohr and 0.97 at 100 bohr. The factor diverges only relative to $n^{4/3}$, which vanishes faster than $n$. For revPBE the factor saturates, and the integrand decays as $n_\sigma^{4/3}$.

**Q.** Decay shows that the tail energy is finite. It does not show that it is small enough. Do helium with numbers.

**A.** I use an unrestricted Hartree-Fock density in the def2-QZVPP basis. It omits correlation and relativity, and its far tail is limited by the Gaussian basis, but it is a realistic density on which to evaluate the functionals. It has $\int n^{4/3}=1.1970$ bohr$^{-1}$. The lower bound is

$$-1.679\times1.1970=-2.010\ \text{hartree}.$$

The exchange energies are $-1.0258$ hartree for Hartree-Fock, $-1.0255$ for B88 and $-1.0287$ for revPBE. All lie nearly one hartree above the bound. In terms of the ratio, $A\int n^{4/3}=0.7386\times1.1970=0.8841$ hartree, and

$$\lambda_{\rm B88}=\frac{1.0255}{0.8841}=1.160,\qquad \lambda_{\rm revPBE}=\frac{1.0287}{0.8841}=1.164,$$

to be compared with 2.273.

**Q.** And the region where the factor is too large?

**A.** It is there, as you said. The B88 factor along a radius is:

| $r$ (bohr) | $n$ (bohr$^{-3}$) | $s$ | $F_x$ |
|---|---|---|---|
| 1 | 0.0991 | 1.14 | 1.22 |
| 2 | 0.0044 | 2.94 | 1.74 |
| 3 | 0.00023 | 7.6 | 2.96 |

It passes 1.804 at $r=2.08$ bohr. About 0.089 of the two electrons, or 4.4%, lie outside that radius. These tail numbers shift in the last digit with the basis: near the basis limit the crossing is at 2.07 bohr with 4.5% outside, $s$ at 2 bohr is 2.96, and $F_x$ at 3 bohr is 2.95. At 3 bohr it exceeds even 2.273.

What counts is $r^2n^{4/3}F_x$, the contribution per unit radius apart from constants. At 1 bohr this is $1\times0.0459\times1.22=0.056$. At 3 bohr it is about $9\times1.4\times10^{-5}\times2.96=3.7\times10^{-4}$, roughly 150 times smaller.

The whole region above 1.804 can be estimated from the table. At 2 bohr $r^2n^{4/3}F_x\approx4\times7.3\times10^{-4}\times1.74=5.0\times10^{-3}$, and it falls to $3.7\times10^{-4}$ at 3 bohr, a decay rate of about 2.6 bohr$^{-1}$. Multiplying by $4\pi A=9.28$ gives 0.047 hartree/bohr at 2 bohr and about 0.038 at 2.08 bohr, so the outer region holds about $0.038/2.6\approx0.015$ hartree, roughly 1.5% of the B88 exchange energy. It therefore supplies only about $0.015/0.884\approx0.017$ of $\lambda$. To reach the bound, $\lambda$ would have to rise by 1.11.

**Q.** Helium is compact and unpolarized. Check the other atoms, open shells included.

**A.** These are unrestricted Hartree-Fock densities for the free atoms in def2-TZVPP. "Share" is the percentage of the B88 exchange energy from the region where its factor exceeds 1.804, obtained by fine radial quadrature of these spherical densities. For helium it is 1.4% in this basis and rises to about 1.46% near the basis limit, close to the estimate above. The shares in the numerical output come from a sharp cutoff on a coarse atomic grid and are rougher: 1.1% for helium and 0.7% for lithium.

| Atom | $\lambda$ HF | $\lambda$ B88 | $\lambda$ revPBE | Share (%) |
|---|---|---|---|---|
| He | 1.161 | 1.160 | 1.164 | about 1.4 |
| Li | 1.173 | 1.169 | 1.174 | about 0.9 |
| N | 1.149 | 1.147 | 1.150 | about 0.2 |
| Ne | 1.098 | 1.100 | 1.100 | about 0.2 |
| Ar | 1.083 | 1.082 | 1.081 | about 0.06 |

All 17 atoms from He to Ar are in the numerical output. Lithium has the largest ratio for both functionals, 1.169 and 1.174. Every atom has some energy from the region above 1.804, and none comes near the bound. Repeating He and Ar in def2-QZVPP changes the ratios by less than 0.0002. Shifts of this size can still move the last digit shown: in larger bases the HF entries for He and Ne round to 1.160 and 1.097.

Correlation does not alter the verdict. With LYP added to B88 the largest ratio, now formed with $E_{xc}$, is 1.209; with PBE correlation added to revPBE it is 1.211. Both occur for helium.

**Q.** Perhaps the bound is simply too generous. Is 1.679 the best constant?

**A.** No; a constant of 1.58 has also been proved sufficient. It lowers the limit on $\lambda$ to $1.58/0.7386=2.139$. All the atomic ratios, with and without correlation, pass that stricter test too.

**Q.** So I was wrong, and the cap of 1.804 can be ignored?

**A.** That goes too far. An atom samples large $s$ where the density is nearly gone. Could a density have large $s$ where most of its weight lies?

**Q.** It would need steep gradients in the interior. Rapid oscillations, perhaps.

**A.** Take one spin-polarized electron with

$$n(r)=\mathcal N e^{-2r}w(r),\qquad w(r)=1+a\cos(qr),\quad a=\tfrac12 .$$

This is positive and normalizable, and it is the density of the real wavefunction $\sqrt n$. At $q=0$ it is the hydrogen ground state. With $n_\uparrow=n$ and $n_\downarrow=0$, the spin-scaling formula gives

$$E_x=-\frac A2\int(2n)^{4/3}F_x\,d^3r=-2^{1/3}A\int n^{4/3}F_x\,d^3r .$$

Dividing by $-A\int n^{4/3}$,

$$\lambda=2^{1/3}\langle F_x\rangle,\qquad \langle F_x\rangle=\frac{\int n^{4/3}F_x\,d^3r}{\int n^{4/3}\,d^3r}.$$

The derivative is $n'=\mathcal Ne^{-2r}[-2w-aq\sin(qr)]$. At large $q$ the second term dominates except where $|\sin(qr)|$ is of order $1/q$ or less. Over any finite range of $r$, those places occupy a fraction of order $1/q$ of the radius. Everywhere else $s$ grows in proportion to $q$.

For revPBE, $F_x$ therefore approaches 2.245 over nearly all the weight, and since $F_x$ is bounded, the exceptional places cannot spoil the average:

$$\lambda_{\rm revPBE}\to2^{1/3}\times2.245=2.83>2.273 .$$

For B88, $\langle F_x\rangle$ grows without limit.

**Q.** A limit is one thing. Does the bound fail at a finite $q$?

**A.** Yes. The ratios are:

| $q$ (bohr$^{-1}$) | Exact | PBE | revPBE | B88 |
|---|---|---|---|---|
| 0 | 1.469 | 1.438 | 1.460 | 1.456 |
| 20 | 1.429 | 1.779 | 1.958 | 2.124 |
| 100 | 1.4285 | 2.131 | 2.561 | 5.265 |
| 400 | 1.4285 | 2.234 | 2.754 | 14.83 |

B88 reaches 2.273 at $q=23.4$ bohr$^{-1}$ and revPBE at $q=40.4$ bohr$^{-1}$. The distance of revPBE from its limit of 2.8285 falls from 0.267 at $q=100$ to 0.074 at $q=400$, a factor of 3.6. That is close to the factor of 4 expected from a $1/q$ law.

**Q.** Why does the exact ratio hardly move?

**A.** For one electron $\langle V_{ee}\rangle=0$, so exact exchange is $-U$. The Coulomb integral smooths out rapid ripples, and $U$ tends to the hydrogen value of $5/16$ hartree. The integral $\int n^{4/3}$ keeps a trace of them. Expanding $w^{4/3}$ to second order in $a$, with $\langle\cos\rangle=0$ and $\langle\cos^2\rangle=\tfrac12$ over a period,

$$\langle w^{4/3}\rangle\approx1+\frac12\cdot\frac43\cdot\frac13\cdot\frac{a^2}{2}=1+\frac{a^2}{9}=1.028 .$$

So the exact ratio should fall from 1.469 to about $1.469/1.028=1.429$, close to the computed 1.4285; the small remainder comes from higher orders in $a$. The GGAs respond to the local gradient and assign the ripples a large exchange energy that the true functional does not have.

**Q.** Is such a density physical, or did you hide an infinite kinetic energy in it?

**A.** It is finite. For one electron with wavefunction $\sqrt n$,

$$T=\frac12\int|\nabla\sqrt n|^2d^3r=\int\frac{|\nabla n|^2}{8n}\,d^3r .$$

With $n'=\mathcal Ne^{-2r}(w'-2w)$ the integrand is

$$\frac{(n')^2}{8n}=\mathcal Ne^{-2r}\left[\frac w2-\frac{w'}2+\frac{(w')^2}{8w}\right].$$

The first term integrates to $\tfrac12$ by normalization. The second is proportional to $q\sin(qr)$; since $\int_0^\infty r^2e^{-2r}\sin(qr)\,dr=\operatorname{Im}\,2/(2-iq)^3$ falls as $q^{-3}$, its integral vanishes as $q^{-2}$ at large $q$. In the third, $(w')^2=a^2q^2\sin^2(qr)$. To average it over a period, write $c=\cos\theta$ and divide:

$$\frac{1-c^2}{1+ac}=\frac1{a^2}-\frac ca-\frac{1-a^2}{a^2}\,\frac1{1+ac}.$$

The average of $c$ is zero and that of $1/(1+ac)$ is $1/\sqrt{1-a^2}$, so the average of the left side is $(1-\sqrt{1-a^2})/a^2$. At large $q$, where $\mathcal N\int e^{-2r}d^3r\to1$,

$$T\approx\frac12+\frac{q^2}{8}\left(1-\sqrt{1-a^2}\right)=\frac12+0.01675\,q^2 .$$

At $q=40.4$ this gives 27.8 hartree, and at $q=23.4$ it gives 9.7 hartree, in agreement with direct integration. Hydrogen has 0.5 hartree. The density is legitimate but far from that of an ordinary atom.

**Q.** Does revPBE also fail for unpolarized densities?

**A.** Not with $C=1.679$. There $\lambda$ is the plain mean of $F_x$, which cannot exceed 2.245, and $2.245<2.273$. So revPBE exchange obeys that bound for every unpolarized density, even though its factor passes 1.804.

B88 has no such protection. Put two electrons in a singlet with the same density shape. Each spin density is then the old $n$, so $s_\sigma$ and $\langle F_x\rangle$ are unchanged, but the factor $2^{1/3}$ is absent. At $q=400$ bohr$^{-1}$ the ratios are 2.186 for revPBE and 11.77 for B88.

**Q.** But 2.186 is above the stricter limit of 2.139 you quoted.

**A.** Yes, so with $C=1.58$ revPBE fails for that singlet. PBE fails as well: its ratio of 2.234 for the polarized ripple at $q=400$ is also above 2.139. The number 1.804 belongs to $C=1.679$. With $C=1.58$ the sufficient cap becomes $2.139/2^{1/3}=1.698$, which PBE exceeds at large $s$.

**Q.** Then what may I conclude when I see a plot of $F_x$ rising above 1.804?

**A.** That the functional has lost this particular guarantee. If $F_x$ stays above 1.804 by a finite margin as $s\to\infty$, the ripple shows that some density breaks the bound with $C=1.679$. If it exceeds 1.804 only over a finite range of $s$, the ripple argument does not settle the matter. For a given atom, computing the two integrals settles the question, and for He to Ar they show B88 and revPBE well inside the bound.

## Values computed for the example and the checks

```
A = 0.738559, C = 1.679 (dimensionless)
bound on ratio C/A = 2.2733; sufficient cap on F = 1.8044
with C = 1.58: bound on ratio = 2.1393
supremum of F: PBE 1.804, revPBE 2.245
B88: F passes 1.804 at s = 3.172
revPBE: F passes 1.804 at s = 3.218
B88: F passes 2.273 at s = 4.902
UHF/def2-TZVPP atoms: ratio HF, B88, revPBE; % of E_x where F > cap: B88, revPBE
He 1.1605 1.1598 1.1635  1.092 0.945
Li 1.1731 1.1692 1.1737  0.693 0.596
Be 1.1533 1.1493 1.1548  0.306 0.269
B  1.1527 1.1498 1.1543  0.317 0.274
C  1.1505 1.1485 1.1517  0.276 0.221
N  1.1493 1.1474 1.1495  0.257 0.232
O  1.1276 1.1283 1.1297  0.218 0.188
F  1.1102 1.1123 1.1129  0.198 0.171
Ne 1.0975 1.1001 1.1000  0.185 0.168
Na 1.0977 1.0987 1.0985  0.152 0.139
Mg 1.0946 1.0950 1.0948  0.060 0.036
Al 1.0943 1.0941 1.0936  0.058 0.050
Si 1.0939 1.0933 1.0925  0.059 0.050
P  1.0936 1.0926 1.0916  0.058 0.052
S  1.0901 1.0890 1.0878  0.062 0.053
Cl 1.0866 1.0855 1.0841  0.058 0.049
Ar 1.0834 1.0822 1.0806  0.056 0.050
largest ratio B88: 1.1692 (Li)
largest ratio revPBE: 1.1737 (Li)
largest ratio B88+LYP: 1.2094 (He)
largest ratio revPBE+PBE corr.: 1.2111 (He)
largest ratio change to def2-QZVPP (He, Ar): 0.00017
He/QZVPP: integral n^(4/3) = 1.19700 bohr^-1
He/QZVPP: lower bound = -2.0098 hartree
He/QZVPP: E_x HF -1.0258, B88 -1.0255, revPBE -1.0287 hartree
He: B88 F passes cap at r = 2.079 bohr; electrons outside = 0.0887
He r = 1 bohr: n = 0.09909 bohr^-3, s = 1.140, F_B88 = 1.217
He r = 2 bohr: n = 0.00442 bohr^-3, s = 2.941, F_B88 = 1.739
He r = 3 bohr: n = 0.00023 bohr^-3, s = 7.635, F_B88 = 2.957
one-electron ripple, amplitude 0.5: ratio exact, PBE, revPBE, B88
q =   0 bohr^-1: 1.4689 1.4381 1.4596 1.4560
q =  20 bohr^-1: 1.4291 1.7786 1.9578 2.1242
q = 100 bohr^-1: 1.4285 2.1305 2.5611 5.2654
q = 400 bohr^-1: 1.4285 2.2342 2.7544 14.8306
revPBE limit of the ratio for large q = 2.8285
B88: bound broken from q = 23.39 bohr^-1, kinetic energy 9.66 hartree
revPBE: bound broken from q = 40.40 bohr^-1, kinetic energy 27.83 hartree
singlet ripple, q = 400 bohr^-1: ratio revPBE 2.1862, B88 11.7711
```
